\section*{Concavity of the Global-Hybrid Ground-State Energy in Its Mixing Fraction, part 1}

(Sections cited here and not found follow in the second part.)

\section{First half: concavity and slope}

\subsection{Two electrons on two sites}

Take two sites and two electrons of opposite spin. The up electron is on site 1 with probability $(1+m)/2$ and on site 2 with probability $(1-m)/2$; for the down electron the two probabilities are exchanged. Each site then holds one electron on average, and the single variable $m$, with $-1\le m\le 1$, measures how far the spins have separated.

An orbital with real positive amplitudes $\sqrt p$ and $\sqrt{1-p}$ has hopping energy $-2\tau\sqrt{p(1-p)}$, where $\tau>0$ is the hopping strength. With $p=(1\pm m)/2$ this is $-\tau\sqrt{1-m^2}$ per electron. A staggered field, which favours spin up on site 1 and spin down on site 2, adds $-hm$. With on-site repulsion $U$, the Hartree energy is
\begin{equation}
J=\frac U2\sum_i n_i^2=\frac U2(1+1)=U .
\end{equation}
The exact exchange energy of the determinant is
\begin{equation}
E_x^{\rm ex}=-\frac U2\sum_{i\sigma}n_{i\sigma}^2
=-\frac U2\cdot 2\left[\frac{(1+m)^2}{4}+\frac{(1-m)^2}{4}\right]
=-\frac U2(1+m^2).
\end{equation}
As a stand-in for a semilocal functional, take
\begin{equation}
E_x^{\rm sl}=-\frac U2\sum_{i\sigma}n_{i\sigma}^{4/3},
\end{equation}
which agrees with exact exchange when every $n_{i\sigma}$ is 0 or 1.

For small $m$, $(1+m)^{4/3}+(1-m)^{4/3}=2+\frac49m^2+O(m^4)$, because the linear terms cancel and $\frac43\cdot\frac13=\frac49$. The sum over $i\sigma$ contains each of these two powers twice, with a factor $2^{-4/3}$, so
\begin{equation}
E_x^{\rm sl}=-2^{-1/3}U-\tfrac49\,2^{-4/3}U\,m^2+O(m^4).
\end{equation}
The difference between the two exchange energies is therefore
\begin{equation}
D(m)=E_x^{\rm ex}-E_x^{\rm sl}=D_0-\tfrac12c\,m^2+O(m^4),
\end{equation}
with
\begin{equation}
D_0=\left(2^{-1/3}-\tfrac12\right)U,\qquad
c=\left(1-\tfrac89\,2^{-4/3}\right)U>0 .
\end{equation}

A hybrid uses $aE_x^{\rm ex}+(1-a)E_x^{\rm sl}=E_x^{\rm sl}+aD$, where $a$ is the mixing fraction. Expanding the hopping energy as $-2\tau\sqrt{1-m^2}=-2\tau+\tau m^2+O(m^4)$ and dropping the terms of order $m^4$, the total energy is
\begin{equation}
F_a(m)=C+aD_0+\tfrac12H(a)m^2-hm,
\qquad H(a)=H_0-ca,
\label{eq:toy}
\end{equation}
where $C=-2\tau+U-2^{-1/3}U$ and $H_0=2\tau-\frac89\,2^{-4/3}U$.

Suppose $H(a)>0$. The minimum satisfies $Hm-h=0$, so $m=h/H$. Inserting this gives $\frac12Hm^2-hm=\frac{h^2}{2H}-\frac{h^2}{H}=-\frac{h^2}{2H}$, and
\begin{equation}
E(a)=C+aD_0-\frac{h^2}{2H(a)} .
\end{equation}
Since $H'=-c$, two differentiations give
\begin{align}
E'(a)&=D_0+\frac{h^2}{2H^2}H'=D_0-\frac c2\,\frac{h^2}{H^2}=D_0-\frac c2m^2=D(m),\\
E''(a)&=\frac{ch^2}{H^3}H'=-\frac{c^2h^2}{H^3}<0 .
\label{eq:toycurv}
\end{align}
The slope is the exchange difference at the minimising $m$, although $m$ itself changes with $a$. The curvature is negative.

The reason is visible in Eq.~(\ref{eq:toy}). At fixed $m$ the energy is a straight line in $a$ with slope $D(m)$. Each $m$ gives one line, and $E(a)$ follows the lowest line at each $a$. As $a$ grows, the lowest line is taken over by lines that descend more steeply or rise less steeply. The general proof makes this picture precise for any number of electrons.

\subsection{The energy functional}

Let $\Phi$ be a normalised Slater determinant with $N_\uparrow$ and $N_\downarrow$ electrons in orthonormal orbitals $\varphi_{i\sigma}$. Its one-particle density matrix and densities are
\begin{equation}
\gamma_\sigma(\mathbf r,\mathbf r')=\sum_{i=1}^{N_\sigma}\varphi_{i\sigma}(\mathbf r)\varphi_{i\sigma}^*(\mathbf r'),\qquad
n_\sigma(\mathbf r)=\gamma_\sigma(\mathbf r,\mathbf r),\qquad n=n_\uparrow+n_\downarrow .
\end{equation}
A global hybrid assigns to $\Phi$ the energy
\begin{equation}
F_a[\Phi]=T+V_{\rm ext}+J+E_c[n_\uparrow,n_\downarrow]+aE_x^{\rm ex}[\Phi]+(1-a)E_x^{\rm sl}[n_\uparrow,n_\downarrow].
\label{eq:F}
\end{equation}
Here $V_{\rm ext}$ is the interaction with the nuclei, whose mutual repulsion is a constant that may be included in it. In SI units the other explicit terms are
\begin{align}
T&=-\frac{\hbar^2}{2m_e}\sum_{i\sigma}\int\varphi_{i\sigma}^*\nabla^2\varphi_{i\sigma}\,d^3r,\\
J&=\frac12\,\frac{e^2}{4\pi\varepsilon_0}\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',\\
E_x^{\rm ex}&=-\frac12\,\frac{e^2}{4\pi\varepsilon_0}\sum_\sigma\iint\frac{|\gamma_\sigma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .
\end{align}
The name ``exact exchange'' refers to this expression, evaluated with the orbitals of $\Phi$. It does not make the total energy exact. The semilocal energy $E_x^{\rm sl}$ depends on the spin densities and their gradients.

The following are held fixed while $a$ varies: the nuclear positions, the one-body Hamiltonian, the electron numbers, the orbital basis, the integration grid and the correlation functional. The ground-state energy is
\begin{equation}
E(a)=\min_\Phi F_a[\Phi].
\label{eq:E}
\end{equation}
The word ``ground'' matters. A self-consistent calculation finds a stationary point of $F_a$, which need not be its global minimum. In this half $\Phi_a$ denotes a global minimiser; other stationary points are treated in the second half.

The minimum exists in a finite basis. A determinant is then fixed, up to a phase, by two Hermitian projection matrices of ranks $N_\uparrow$ and $N_\downarrow$. The set of such pairs is closed and bounded in a finite-dimensional space, hence compact. $F_a$ is continuous on it, provided that the semilocal functionals are continuous in the density matrix, which is assumed here. A continuous function on a compact set attains its minimum.

\subsection{At fixed orbitals the energy is a straight line}

Define the exchange difference
\begin{equation}
D[\Phi]=E_x^{\rm ex}[\Phi]-E_x^{\rm sl}[n_\uparrow,n_\downarrow].
\end{equation}
Write Eq.~(\ref{eq:F}) for two mixing fractions $a$ and $b$ with the same $\Phi$ and subtract. The first four terms cancel, leaving
\begin{align}
F_b[\Phi]-F_a[\Phi]&=(b-a)E_x^{\rm ex}[\Phi]+\bigl[(1-b)-(1-a)\bigr]E_x^{\rm sl}\nonumber\\
&=(b-a)D[\Phi].
\label{eq:affine}
\end{align}
This is an identity for every determinant, self-consistent or not. The proof uses no other property of the exchange functionals, so it does not matter whether $E_x^{\rm sl}$ is a good approximation.

\subsection{Concavity}

Let $c=(1-t)a+tb$ with $0\le t\le1$. (This $c$ is a mixing fraction, not the coefficient of the two-site model.) At fixed $\Phi$ the function is affine, so
\begin{equation}
F_c[\Phi]=(1-t)F_a[\Phi]+tF_b[\Phi].
\end{equation}
Choose $\Phi=\Phi_c$, a minimiser at $c$. The left side becomes $E(c)$. On the right, $\Phi_c$ is merely a trial determinant for the problems at $a$ and $b$, so $F_a[\Phi_c]\ge E(a)$ and $F_b[\Phi_c]\ge E(b)$. The weights $1-t$ and $t$ are not negative, and hence
\begin{equation}
E\bigl((1-t)a+tb\bigr)\ge(1-t)E(a)+tE(b).
\label{eq:concave}
\end{equation}
This is the definition of concavity: the curve lies on or above each of its chords. Linear interpolation between the energies of two hybrids of this family therefore gives a lower bound to the energy at an intermediate $a$.

\subsection{Two-sided bound}

Let $b>a$ and write $D_a=D[\Phi_a]$. Using $\Phi_a$ as a trial determinant at $b$, with Eq.~(\ref{eq:affine}),
\begin{equation}
E(b)\le F_b[\Phi_a]=E(a)+(b-a)D_a .
\label{eq:upper}
\end{equation}
Using $\Phi_b$ as a trial determinant at $a$,
\begin{equation}
E(a)\le F_a[\Phi_b]=E(b)-(b-a)D_b .
\end{equation}
Rearranging the second inequality and joining it to the first gives
\begin{equation}
(b-a)D_b\le E(b)-E(a)\le(b-a)D_a .
\label{eq:sandwich}
\end{equation}
Division by $b-a>0$ shows that $D_b\le D_a$. The exchange difference of the ground state does not increase with $a$. A larger weight on exact exchange selects orbitals for which exact exchange is lower, or less high, relative to semilocal exchange.

The energy gained when frozen orbitals are allowed to relax is
\begin{equation}
R=F_b[\Phi_a]-E(b)=E(a)+(b-a)D_a-E(b).
\end{equation}
Equation~(\ref{eq:upper}) gives $R\ge0$. Inserting the lower bound $E(b)\ge E(a)+(b-a)D_b$ gives
\begin{equation}
0\le R\le(b-a)(D_a-D_b).
\label{eq:relax}
\end{equation}

\subsection{The slope, and kinks}

At a given $a$ there may be several minimisers. Let $D_{\min}$ and $D_{\max}$ be the smallest and largest values of $D$ among them; both are attained, because the minimisers form a compact set and $D$ is continuous.

Take $b>a$. Equation~(\ref{eq:sandwich}) holds for every minimiser at $a$, so
\begin{equation}
D_b\le\frac{E(b)-E(a)}{b-a}\le D_{\min}.
\end{equation}
Now let $b\to a$ from above. By compactness, from any sequence of such $b$ one can select a subsequence along which $\Phi_b$ tends to some determinant $\Phi_*$. $E$ is continuous, because Eq.~(\ref{eq:sandwich}) bounds $|E(b)-E(a)|$ by $|b-a|$ times the largest $|D|$ on the compact set. Hence
\begin{equation}
F_a[\Phi_*]=\lim F_b[\Phi_b]=\lim E(b)=E(a),
\end{equation}
and $\Phi_*$ is a minimiser at $a$. The lower bound $D_b$ tends to $D[\Phi_*]\ge D_{\min}$, while the quotient never exceeds $D_{\min}$. Every sequence thus has a subsequence on which the quotient tends to $D_{\min}$, and this is the right-hand slope.

For $b<a$, exchange the roles of $a$ and $b$ in Eq.~(\ref{eq:sandwich}). The quotient $[E(a)-E(b)]/(a-b)$ then lies between $D_{\max}$ from below and $D_b$ from above, and the same argument gives the left-hand slope. In summary,
\begin{equation}
E'(a^+)=D_{\min}(a),\qquad E'(a^-)=D_{\max}(a).
\label{eq:onesided}
\end{equation}
If all minimisers share one value of $D$, the two slopes agree and
\begin{equation}
\boxed{\;\frac{dE}{da}=E_x^{\rm ex}[\Phi_a]-E_x^{\rm sl}[n_{\uparrow a},n_{\downarrow a}]\;}
\label{eq:slope}
\end{equation}
Degeneracy alone does no harm: minimisers related by a rotation or a spin flip that leaves both exchange energies unchanged have the same $D$. A kink needs degenerate minimisers with different $D$, and its slope then drops as $a$ increases.

\subsection{The integrated form}

Divide the interval from 0 to 1 into $M$ equal parts and add Eq.~(\ref{eq:sandwich}) over the parts. The energy difference $E(1)-E(0)$ then lies between two sums, one using $D$ at the right end of each part and the other using $D$ at the left end. The sums differ by $[D_0-D_1]/M$, where the subscripts now denote $a=0$ and $a=1$, since all inner terms cancel. This tends to zero as $M\to\infty$, so
\begin{equation}
E(1)-E(0)=\int_0^1D_a\,da .
\label{eq:integral}
\end{equation}
The result also holds when there are kinks, since the argument used the monotonic fall of $D$ and not its continuity.

\section{Second half: stationary solutions and an iron ion}

\subsection{Symbols and results carried over}

$F_a[\Phi]$ is the hybrid energy of a determinant $\Phi$ at mixing fraction $a$, and $E(a)$ is its global minimum. $D=E_x^{\rm ex}-E_x^{\rm sl}$ is exact minus semilocal exchange energy, with value $D_a$ at a minimiser. At fixed $\Phi$, $F_b-F_a=(b-a)D$. It follows that $E$ is concave, that $D_a$ does not increase with $a$, and that $dE/da=D_a$ unless degenerate minimisers have different $D$; in that case the right slope is the smallest $D$ and the left slope the largest. Relaxing orbitals taken from $a$ in the functional at $b>a$ gains an energy $R$ with $0\le R\le(b-a)(D_a-D_b)$. In the two-site model, $m$ is the spin separation, $\tau$ the hopping, $U$ the repulsion and $h$ the staggered field. For small $m$ its stationary point is $m=h/H$, with $H=H_0-ca$, $H_0=2\tau-\frac89\,2^{-4/3}U$ and $c=(1-\frac89\,2^{-4/3})U$.

For a hybrid functional, the global ground-state energy is concave in the mixing fraction $a$, and its slope is the exact minus the semilocal exchange energy unless degenerate minimisers differ in that quantity. It remains to see what holds for self-consistent solutions that need not be global minima, and to test the results on the ion Fe$^{3+}$.
